# Selected inversion of sparse symmetric matrices as a log-determinant gradient

## Selected inversion as the gradient of a log-determinant

A pole or contour representation of the density matrix needs, at each complex energy $z$, some entries of $G=(z-H)^{-1}$: the diagonal for the density, and the entries on the nonzero pattern of $H$ for bond orders and for the energy in the form $\operatorname{tr}PH$. Two shortcuts fail. Forming all of $G$ from a sparse factorization is exact but costs far more than the factorization itself: on a $127\times127$ five-point grid in nested-dissection order the recursion (3) below, run for all entries, takes 201.9 times the multiplications of the factorization, and the factor grows with size. Discarding the entries off the pattern of $H$ as the inverse recursion proceeds saves work but is wrong: in the example below, dropping them from each column once its diagonal entry has been formed spoils the diagonal of $G$ by up to 33% of the largest diagonal entry. There is a set of entries that can be computed exactly at twice the multiplications of the factorization. The set, and a cost of about two factorizations, follow from one fact: entries of $G$ are first derivatives of $\ln\det A$, which the factorization already computes. The exact factor 2 in multiplications needs one further step, a regrouping of terms that uses the symmetry of $A$.

Throughout, $A=A^T$ is an $n\times n$ complex symmetric matrix, such as $z-H$ with $H$ real symmetric, and $G=A^{-1}=G^T$. Derivatives are holomorphic and no complex conjugate appears. The elimination order is fixed in advance, all pivots are nonzero, and cost means the number of multiplications unless other operations are named.

### Inverse entries as derivatives

Expand the determinant of a general matrix along row $i$: $\det A=\sum_j A_{ij}C_{ij}$. The cofactor $C_{ij}$ contains no element of row $i$, so $\partial\det A/\partial A_{ij}=C_{ij}$. The sum $\sum_j A_{kj}C_{ij}$ is the determinant of $A$ with row $i$ replaced by row $k$; it vanishes for $k\ne i$ because two rows coincide, so it equals $\delta_{ki}\det A$. Hence $C_{ij}/\det A=(A^{-1})_{ji}$ and

$$\frac{\partial\ln\det A}{\partial A_{ij}}=(A^{-1})_{ji}.$$

The branch of the logarithm adds a constant $2\pi i m$ and drops out. A symmetric code stores only the lower triangle, and one stored number with $i>j$ moves both $A_{ij}$ and $A_{ji}$. The chain rule adds the two contributions, so for $f=\ln\det A$

$$\frac{\partial f}{\partial A_{ii}}=G_{ii},\qquad \frac{\partial f}{\partial A_{ij}}=G_{ji}+G_{ij}=2G_{ij}\quad(i>j).\tag{1}$$

### The factorization as a program for $f$

At step $k$ the active matrix has pivot $d_k$, column $a$ below it and remainder $B$. With $l=a/d_k$, multiplying out confirms

$$\begin{pmatrix}d_k&a^T\\ a&B\end{pmatrix}=\begin{pmatrix}1&0\\ l&I\end{pmatrix}\begin{pmatrix}d_k&0\\0&S\end{pmatrix}\begin{pmatrix}1&l^T\\0&I\end{pmatrix},\qquad S=B-l\,a^T .$$

The outer factors have unit determinant, so the determinant is $d_k\det S$, and $S$ is the next active matrix. After $n$ steps $A=LDL^T$ and $f=\sum_k\ln d_k$. Let $s_k$ be the set of rows $i>k$ where $a_i$ is structurally nonzero and $c_k=|s_k|$. Step $k$ executes

$$l_i=a_i/d_k\ \ (i\in s_k),\qquad S_{ij}=B_{ij}-l_i a_j\ \ (i\ge j,\ i,j\in s_k),\qquad f\leftarrow f+\ln d_k,$$

which costs $c_k$ divisions and $c_k(c_k+1)/2$ multiplications with as many subtractions.

The update writes to every pair in $s_k$, whether or not $A$ had an entry there. The positions so created are the fill; the diagonal, the entries of $A$ and the fill make up the filled pattern, that of $L+L^T$. Every pair of $s_k$ therefore lies in the filled pattern. It follows that a matrix with arbitrary values on the filled pattern creates no further fill, so the same program computes its $\ln\det$. The fill positions may thus be declared inputs whose value happens to be zero, and (1) applies to them. A position outside the filled pattern cannot be so declared without enlarging some $s_k$ and changing the program.

For $A=z-H$ with $\operatorname{Im}z>0$ no pivot vanishes in any order. The leading $k\times k$ block $A_k$ is factorized by the leading blocks of $L$ and $D$, so $d_k=\det A_k/\det A_{k-1}$. Block elimination of $A_{k-1}=z-H'$ gives this ratio as $A_{kk}-h^T(z-H')^{-1}h$, where $h$ holds the couplings $H_{jk}$, $j<k$, and the two minus signs from $A_{jk}=-H_{jk}$ cancel. With real eigenpairs $(\eta_\alpha,\phi_\alpha)$ of $H'$,

$$d_k=z-H_{kk}-\sum_\alpha\frac{(h\cdot\phi_\alpha)^2}{z-\eta_\alpha},\qquad \operatorname{Im}d_k=\operatorname{Im}z\Big[1+\sum_\alpha\frac{(h\cdot\phi_\alpha)^2}{|z-\eta_\alpha|^2}\Big]\ge\operatorname{Im}z,$$

because $\operatorname{Im}[-1/(z-\eta)]=\operatorname{Im}z/|z-\eta|^2$. Equality holds when $h=0$, as for the first site. On the real axis the guarantee is lost: $\begin{pmatrix}0&1\\1&0\end{pmatrix}$ is invertible and has $d_1=0$.

### Why the gradient is cheap

Take any program of scalar operations ending in one output $f$. For each computed value $v$ define the adjoint $\bar v=\partial f/\partial v$, the response of $f$ when $v$ is changed and all later operations are redone. Since $v$ influences $f$ only through the operations $w$ that read it, the chain rule gives $\bar v=\sum_w\bar w\,\partial w/\partial v$. Visiting the operations in reverse order, starting from $\bar f=1$, each $\bar w$ is complete when it is needed, and each operation sends a contribution to at most two arguments:

- $w=p\pm q$: $\bar p\mathrel{+}=\bar w$, $\bar q\mathrel{\pm}=\bar w$, with no multiplication.
- $w=pq$: $\bar p\mathrel{+}=\bar wq$, $\bar q\mathrel{+}=\bar wp$, two multiplications.
- $w=p/q$: $u=\bar w/q$, $\bar p\mathrel{+}=u$, $\bar q\mathrel{-}=uw$, since $\partial w/\partial q=-w/q$; one division and one multiplication.
- $w=\ln p$: $\bar p\mathrel{+}=\bar w/p$, one division.

The reverse sweep therefore uses at most twice as many multiplications and divisions as the forward program has multiplications, divisions and logarithms, and at most two additions per forward operation. The number of inputs does not enter. One sweep yields the derivative with respect to every input, and by (1) these are all entries of $G$ on the filled pattern. Differentiating forward, or by finite differences, repeats the program once per input.

### One column in reverse

Suppose the adjoints $\bar S_{ij}$ of the stored entries of $S$ are known. Reverse step $k$, writing $d=d_k$, with all sums over $s_k$. From $S_{ij}=B_{ij}-l_ia_j$,

$$\bar B_{ij}=\bar S_{ij},\qquad \bar l_i=-\sum_{j\le i}\bar S_{ij}a_j,\qquad \bar a_i\big|_{\rm update}=-\sum_{j\ge i}\bar S_{ji}l_j .$$

From $l_i=a_i/d$, with $\partial l_i/\partial a_i=1/d$ and $\partial l_i/\partial d=-l_i/d$, and from $\ln d$,

$$\bar a_i=-\sum_{j\ge i}\bar S_{ji}l_j+\frac{\bar l_i}{d},\qquad \bar d=\frac1d-\sum_i\frac{\bar l_i}{d}\,l_i .$$

Since $a_j/d=l_j$, one has $\bar l_i/d=-\sum_{j\le i}\bar S_{ij}l_j$. Remove the factor 2 of (1) by defining a symmetric $Z$ with $Z_{ii}=\bar S_{ii}$ and $Z_{ij}=Z_{ji}=\bar S_{ij}/2$ for $i>j$. In $\bar a_i$ the term $j=i$ occurs in both sums and gives $-2Z_{ii}l_i$, while each $j\ne i$ occurs once and gives $-2Z_{ij}l_j$. Thus $\bar a_i=-2\sum_jZ_{ij}l_j$. In $\bar d$,

$$-\sum_i\frac{\bar l_i}{d}l_i=\sum_{i\ge j}\bar S_{ij}l_il_j=\sum_iZ_{ii}l_i^2+2\sum_{i>j}Z_{ij}l_il_j=\sum_{i,j}l_iZ_{ij}l_j .$$

The entry $a_i$ is off-diagonal and $d$ is diagonal, so the same definition gives $Z_{ik}=\bar a_i/2$ and $Z_{kk}=\bar d$. Writing $l_{jk}$ for $l_j$ at step $k$,

$$Z_{ik}=-\sum_{j\in s_k}Z_{ij}\,l_{jk}\quad(i\in s_k),\qquad Z_{kk}=\frac1{d_k}-\sum_{i\in s_k}l_{ik}Z_{ik},\tag{2}$$

run from $k=n$, where $s_n$ is empty and $Z_{nn}=1/d_n$, down to $k=1$.

The relation $\bar B_{ij}=\bar S_{ij}$ says that all successive versions of a stored entry share one adjoint. The first version is the input, whose adjoint is given by (1), so $Z_{ij}=G_{ij}$ on the filled pattern. For a fill position this is also the adjoint of the intermediate Schur-complement entry. The block factorization shows the same thing: its inverse is the product of $\begin{pmatrix}1&-l^T\\0&I\end{pmatrix}$, $\operatorname{diag}(1/d,S^{-1})$ and $\begin{pmatrix}1&0\\-l&I\end{pmatrix}$, whose trailing block is $S^{-1}$, so the inverse of each Schur complement is a trailing block of $G$.

Equations (2) are the Takahashi recursion, which can be had without derivatives. From $G=L^{-T}D^{-1}L^{-1}$ follows $L^TG=D^{-1}L^{-1}$. With $L=I+N$ and $N$ strictly lower triangular, $L^{-1}=I-N+N^2-\dots$ terminates and is unit lower triangular, so element $(k,i)$ with $i\ge k$ reads

$$G_{ki}+\sum_{j\in s_k}l_{jk}G_{ji}=\frac{\delta_{ki}}{d_k}.\tag{3}$$

Restricting $i$ to $s_k\cup\{k\}$ gives (2). The restriction closes because (2) reads $Z_{ij}$ only for pairs in $s_k$, which lie in the filled pattern at columns later than $k$. In the adjoint picture this is automatic: the reverse sweep reads adjoints only where the forward pass wrote values. Setting $Z$ to zero at fill positions removes terms from (2) that are in general nonzero, because a zero of $A$ is not a zero of $G$; in the example below their effect is large.

A generic reverse sweep needs the intermediate values that enter the partial derivatives, either recorded or recomputed. Here the partial derivatives involve only $l_i$, $d$ and $a_i=l_id$, so $L$ and $D$ are the whole record. Column $k$ of $L$ is read only at reverse step $k$ and can then be overwritten by column $k$ of $Z$.

### How large

In (2) the product $Zl$ costs $c_k^2$ multiplications, the diagonal $c_k$ more and one division, and the additions number $c_k(c_k-1)+c_k=c_k^2$. Hence

$$\frac{\text{multiplications in (2)}}{\text{multiplications in the factorization}}=\frac{\sum_kc_k(c_k+1)}{\sum_kc_k(c_k+1)/2}=2$$

for every pattern and order. A mechanical reverse sweep spends $c_k(c_k+1)+2c_k+1$ multiplications and divisions per column. The regrouping saves $2c_k$ of them: the $c_k$ divisions $\bar l_i/d$, and the $c_k$ diagonal products that the two sums would each form. Counted in multiplications alone the mechanical sweep spends $c_k(c_k+1)+c_k$ per column, more than twice the factorization, so the exact factor 2 belongs to the regrouped form (2). The two procedures agree algebraically, not bit for bit. Using (3) for all $i\ge k$ gives the full inverse at $\sum_kc_k(n-k+1)$ multiplications, since each of the $n-k+1$ values of $i$ costs $c_k$.

The absolute cost is set by the ordering. Step $k$ links two later sites through site $k$, so by induction $l_{ik}$ is structurally nonzero exactly when a path in the graph of $A$ joins $k$ to $i$ through sites eliminated before $k$. On a five-point grid of side $\sqrt n$ ordered row by row, $c_k=\sqrt n$ away from the first and last rows, and the factorization costs $n^2/2$ to leading order. Nested dissection cuts the grid by a cross, eliminates the four boxes first, and recurs. Within each cross the two short arms are eliminated before the full line; the counts quoted below belong to this order, while the bound that follows holds for any order of the cross sites. At level $j$ there are $4^j$ boxes of side $m\le\sqrt n/2^j$. A site on the cross of such a box cannot reach past the box boundary, which is eliminated later, so it links at most to the $2m-2$ other cross sites and $4m$ boundary sites, and $c(c+1)/2\le18m^2$. With fewer than $2m$ cross sites the total is bounded by $\sum_j4^j\,36\,m^3\le36\,n^{3/2}\sum_j2^{-j}\le72\,n^{3/2}$. The last separator line is dense, since any two of its sites are joined through a half-grid, and costs $n^{3/2}/6$ to leading order, so the order is $n^{3/2}$. In three dimensions $8^j$ boxes with separators of order $m^2$ sites cost of order $m^6$ each, with $m=n^{1/3}/2^j$, which sums to $O(n^2)$; a wire of fixed cross-section, eliminated one cross-sectional layer after another, has bounded $c_k$ and costs $O(n)$. Selected inversion inherits these orders and is linear only in the last case.

Counts from the actual fill patterns at $n=225,\,961,\,3969,\,16129$ give $13543$, $167499$, $1746043$, $16403355$ multiplications for dissection. Divided by $n^{3/2}=15^3,31^3,63^3,127^3$ these are 4.0, 5.6, 7.0, 8.0, far below the bound of 72 and still rising, so the local exponents are 1.73, 1.65, 1.60 and have not reached 1.5. The cause of the slow approach was not examined. The row ordering gives $129731007$ at $n=16129$, 0.3% below $n^2/2$, with exponent 2.00. The full inverse costs 16.3, 37.1, 86.2 and 201.9 dissection factorizations, where selected inversion costs 2.

### What the derivative means for electrons

Take independent spinless electrons in a fixed $H$ with eigenpairs $(\varepsilon_\alpha,\psi_\alpha)$, in an orthonormal site basis. Since $G(z)=\sum_\alpha\psi_\alpha\psi_\alpha^T/(z-\varepsilon_\alpha)$, a counterclockwise contour around the occupied levels gives the density matrix $P=\frac1{2\pi i}\oint G\,dz$. A site potential enters as $A_{ii}=z-H_{ii}$, so (1) gives $\partial f/\partial V_i=-G_{ii}$. From $\det(z-H)=\prod_\alpha(z-\varepsilon_\alpha)$, for nondegenerate levels, $\partial f/\partial V_i=-\sum_\alpha(\partial\varepsilon_\alpha/\partial V_i)/(z-\varepsilon_\alpha)$. Integrating both expressions around the contour,

$$P_{ii}=\sum_{\alpha\ \rm occ}\frac{\partial\varepsilon_\alpha}{\partial V_i}=\frac{\partial E}{\partial V_i}.$$

This is the Hellmann–Feynman relation for the band energy $E$. The density is cheap because it is the gradient of one scalar with respect to the diagonal entries, which are already inputs of the factorization. An entry of $G$ outside the filled pattern is a derivative of the same scalar, but with respect to a position the program does not have as input. Likewise $E=\operatorname{tr}PH=\sum_{ij}P_{ij}H_{ij}$ needs $P$ only on the pattern of $H$, which lies inside the filled pattern. The energy alone also follows from the diagonal of $G$, as $E=\frac1{2\pi i}\oint z\operatorname{tr}G\,dz$.

On a circle $z=c+re^{i\theta}$, $dz/2\pi i=re^{i\theta}d\theta/2\pi$. The trapezoid rule at $\theta_k=2\pi(k+\tfrac12)/M$, $k=0,\dots,M-1$, with $M$ even avoids the real axis. With $x=(\varepsilon-c)/r$ and $|x|<1$, a level receives the weight

$$\frac1M\sum_k\frac{1}{1-xe^{-i\theta_k}}=\sum_{q\ge0}x^q\,\frac1M\sum_ke^{-iq\theta_k}=\sum_{p\ge0}(-1)^px^{pM}=\frac1{1+x^M},$$

because the geometric sum over $k$ vanishes unless $q=pM$, where every term equals $e^{-i\pi p(2k+1)}=(-1)^p$. Both ends are rational in $x$, so the equality extends to $|x|>1$. For real $H$, $G(z^*)=G(z)^*$ and the nodes come in conjugate pairs, so $P\approx\frac2M\operatorname{Re}\sum_{k<M/2}re^{i\theta_k}G(z_k)$.

### Worked example

One electron of mass $m$ moves in a plane under a charge $+e$ at height $b=2$ Å, with $V=-e^2/\sqrt{\rho^2+b^2}$ in Gaussian units and $\rho$ the distance from the centre. The grid is $15\times15$ with spacing $a=1$ Å and hard walls, so $H_{ii}=4t+V_i$ and $H_{ij}=-t$ for neighbours, with $t=\hbar^2/2ma^2=3.80998$ eV. With $e^2=14.3996$ eV Å, $V(0)=-14.3996/2=-7.1998$ eV. The lowest levels are $\varepsilon_0=-4.565964$ eV and $\varepsilon_1=-2.773128$ eV. These digits belong to the finite matrix; the discretization error was not assessed.

In dissection order the lower triangle of $A$ has 645 entries and the filled pattern 2272, so $2272-645=1627$ are fill, $\sum c_k=2272-225=2047$, and $2272/25425=8.9\%$ of the lower triangle of $G$ is computed. At $z_0=-4.5+0.9i$ eV the factorization executes 13543 multiplications and 2047 divisions, and $\ln|\det A|=608.9237$ with $A$ in eV. Recursion (2) executes $27086=2\times13543$ multiplications, 225 divisions and $25039=27086-2047=\sum c_k^2$ additions. A differentiator that knows only the four scalar rules records $13543+2047+225=15815$ forward multiplications, divisions and logarithms and spends $27086+2\times2047+225=31405$ in reverse, a ratio of 1.986. Row order gives $49518=2\times24759$, and a random order on a $9\times9$ grid $13298=2\times6649$.

At the centre site $Z=-0.080879-0.123889i$ eV$^{-1}$, equal to the finite-difference derivative of $\ln\det A$. For the centre and a neighbour $Z=-0.008250-0.097165i$ eV$^{-1}$ and the derivative is $-0.016500-0.194330i$ eV$^{-1}$, twice as large. For a fill pair three sites apart on the central separator, where $H_{ij}=0$, $2Z=2(0.011990-0.026882i)$ eV$^{-1}$ matches $0.023979-0.053763i$ eV$^{-1}$ within the rounding of the last digit. Both the differentiator and (2) differ from the dense inverse by less than $10^{-15}$ eV$^{-1}$ in absolute terms.

The omitted entries are not small: the largest $|G_{ij}|$ outside the filled pattern is 0.0792 eV$^{-1}$, against $\max|G_{ii}|=0.1480$ eV$^{-1}$. They are omitted because (2) never reads them; the method makes no use of decay. Two sites facing each other across the central separator, two spacings apart, form such an omitted pair by the path rule. Setting the fill entries of each column to zero once its diagonal entry has been formed, in contrast, shifts the diagonal by up to 0.0490 eV$^{-1}$, which is $0.0490/0.1480=33\%$ of the largest diagonal entry.

With $c=-4.5$ eV, $r=0.9$ eV and $M=40$, twenty selected inversions suffice, the lowest node having $\operatorname{Im}z=0.9\sin(\pi/40)=0.0706$ eV. For $\varepsilon_1$, $x=1.726872/0.9=1.9187$ and the weight is $4.8\times10^{-12}$. For $\varepsilon_0$, $|x|=0.073$ and the weight is 1 to machine precision. The smallest $\operatorname{Im}d_k/\operatorname{Im}z$ is 1.000000, the equality case $h=0$. The result is $\operatorname{tr}P=1.0000000000$ and a central occupation 0.10034311, the same as $|\psi_0|^2$ and $d\varepsilon_0/dV$ to all eight decimals; per area this is $0.10$ Å$^{-2}=1.0\times10^{15}$ cm$^{-2}$. The energy from entries on the pattern of $H$ is $E=-4.565964$ eV $=-7.3155\times10^{-12}$ erg, equal to $\varepsilon_0$. The numerical check below asserts these agreements to tolerances between $10^{-11}$ and $10^{-6}$ (the finer agreements quoted are read from its output), the exact factor 2, the pivot inequality, and the adjoint of every intermediate version of every entry.

### Practice and limits

Budget three factorizations' worth of multiplications per node, one forward and two back, and spend effort on the ordering, since both parts scale with $\sum c_k^2$. The count says nothing about wall time, memory traffic or parallel communication. Keep the whole fill. If a few entries outside the filled pattern are wanted, a solve with $L$, $D$ and $L^T$, done before $L$ is overwritten, gives a whole column of $G$ for at most $2\sum_kc_k$ multiplications and $n$ divisions, $2\times2047=4094$ multiplications in the example. An entry can also be added to the pattern of $A$ as an explicit zero before the symbolic step, but a link between distant sites enlarges $s_k$ for many later columns, and the extra fill can cost more than the solve.

When a gradient is taken from a differentiation tool, halve the off-diagonal adjoints if the input is a stored triangle, and check the complex convention: for the real output $\operatorname{Re}f$ and an input $x+iy$, the Cauchy–Riemann relations give $\partial_x\operatorname{Re}f=\operatorname{Re}f'$ and $\partial_y\operatorname{Re}f=-\operatorname{Im}f'$, so a gradient reported as $\partial_x+i\partial_y$ is the complex conjugate of the holomorphic derivative in (1). For complex Hermitian $H$, as at a general $k$-point or in a magnetic field, $z-H$ is not symmetric; the factorization is $LDU$, the adjoint of $A_{ij}$ is $G_{ji}$, and the general bound on the reverse sweep still holds. For $A=z\mathcal S-H$ with a real positive definite overlap $\mathcal S$, each leading block obeys $\operatorname{Im}\,x^\dagger A_kx=\operatorname{Im}z\;x^\dagger\mathcal S_kx\neq0$, so no pivot vanishes.

A nonzero pivot is not a stability proof. The bound allows $|d_k|$ to shrink with $\operatorname{Im}z$, and then $l=a/d_k$ can grow, so nodes close to the real axis need a residual check. If pivoting is introduced, the argument applies to the program with the chosen order frozen. When the pivoting only reorders diagonal pivots symmetrically, (2) holds and costs twice the multiplications of the factorization with its actual, possibly larger, fill. With row interchanges or $2\times2$ pivot blocks the exact factor 2 of (2) does not carry over, and what remains is the general bound on the reverse sweep.

The result covers first derivatives only. Differentiating $AG=I$ gives $dG=-G\,dA\,G$, so $\partial^2f/\partial A_{ii}\partial A_{jj}=-G_{ij}^2$. The full density-response matrix needs $G_{ij}$ for all pairs, as does exact exchange between distant sites through $P_{ij}$, and one sweep does not supply them.

## Computed values

```
grid 15x15, n = 225, a = 1.0 A, b = 2.0 A
t = 3.80998 eV, e^2 = 14.3996 eV A, V(0) = -7.1998 eV
eps0 = -4.565964 eV, eps1 = -2.773128 eV
circle centre c = -4.5 eV, radius r = 0.9 eV, z0 = c + i r
lower entries: A 645, L 2272, dense 25425
15x15 dissection: ln|det| = 608.923690 (A in eV), errors tape 4e-16, Takahashi 2e-16 1/eV
  factor mul 13543 div 2047 add 13543; Takahashi mul 27086 div 225 add 25039
  tape forward mul+div+log 15815, reverse mul+div 31405, ratio 1.9858
15x15 band: ln|det| = 608.923690 (A in eV), errors tape 2e-16, Takahashi 8e-17 1/eV
  factor mul 24759 div 3164 add 24759; Takahashi mul 49518 div 225 add 46354
  tape forward mul+div+log 28148, reverse mul+div 56071, ratio 1.9920
9x9 random: ln|det| = 211.789454 (A in eV), errors tape 1e-16, Takahashi 6e-17 1/eV
  factor mul 6649 div 802 add 6649; Takahashi mul 13298 div 81 add 12496
  tape forward mul+div+log 7532, reverse mul+div 14983, ratio 1.9892
centre diagonal: Z = -0.080879-0.123889j 1/eV, d ln det = -0.080879-0.123889j 1/eV
centre-neighbour: Z = -0.008250-0.097165j 1/eV, d ln det = -0.016500-0.194330j 1/eV
fill pair, 3 sites apart: Z = 0.011990-0.026882j 1/eV, d ln det = 0.023979-0.053763j 1/eV
largest |G| outside the filled pattern = 0.0792 1/eV
diagonal error when fill is dropped = 0.0490 1/eV, max|G_ii| = 0.1480 1/eV
n = 225: factor mul dissection 13543, band 24759, full-inverse/factor 16.3
n = 961: factor mul dissection 167499, band 456815, full-inverse/factor 37.1
n = 3969: factor mul dissection 1746043, band 7834847, full-inverse/factor 86.2
n = 16129: factor mul dissection 16403355, band 129731007, full-inverse/factor 201.9
local exponents dissection: 1.732 1.653 1.598
local exponents band: 2.008 2.004 2.002
nodes M = 40, inversions 20, smallest Im z = 0.0706 eV
min Im d_k / Im z = 1.000000; filter at eps1 = 4.78e-12, 1 - filter at eps0 = 0.0e+00
tr P = 1.0000000000 electrons
P centre = 0.10034311, |psi0|^2 = 0.10034311, d eps0/dV = 0.10034311 per site
P centre-neighbour = 0.08300119 per site
central density = 0.100343 1/A^2 = 1.00343e+15 1/cm^2
E = sum P_ij H_ij = -4.56596411 eV = -7.315481e-12 erg
```
